# Acoustic-Phonon Scattering and Density-of-States Singularities in Nanowire Subbands

Consider a wire along $x$ with a rectangular cross-section of area $A=W_yW_z$, hard walls and length $L$. An electron has effective mass $m$, and its envelope functions and energies are

$$\psi_{nk}=\frac{e^{ikx}}{\sqrt L}\,\phi_n(y,z),\qquad \phi_n=\frac{2}{\sqrt A}\sin\frac{a\pi y}{W_y}\sin\frac{b\pi z}{W_z},$$

$$E_n(k)=E_n+\frac{\hbar^2k^2}{2m},\qquad E_n=\frac{\hbar^2\pi^2}{2m}\left(\frac{a^2}{W_y^2}+\frac{b^2}{W_z^2}\right).$$

Here $n=(a,b)$ labels a subband, and its edge is $E_n$. The total energy is $E$. Densities of states are per unit length and per spin, because the scattering conserves spin. The phonons are bulk, isotropic, longitudinal modes with $\omega=cq$, in a medium of mass density $\rho$. They shift the electron energy by $\Xi\,\nabla\!\cdot\mathbf u$, where $\Xi$ is the deformation potential and $\mathbf u$ the displacement. Phonon confinement, screening, surface roughness, nonparabolicity and valley structure are left out.

In a volume $\Omega=AL$ a phonon mode has displacement amplitude $\sqrt{\hbar/2\rho\Omega\omega}$, and the divergence supplies a factor $q$. The squared matrix element for a transition $nk\to n'k'$ is therefore

$$|M|^2=\frac{\Xi^2\hbar q^2}{2\rho\Omega\omega}\,\nu\,|F_{nn'}(\mathbf q_\perp)|^2,\qquad F_{nn'}=\int\phi_n\phi_{n'}e^{i\mathbf q_\perp\cdot\mathbf r}\,dA,$$

with $\nu=N$ for absorption, $\nu=N+1$ for emission, and $N$ the Bose occupation. The integral over $x$ fixes $|q_x|=|k-k'|$. Translation symmetry is absent across the wire, so $\mathbf q_\perp$ remains free and must be summed.

Two approximations now enter. The phonon energy is dropped from the energy balance, and it is taken to be small compared with $k_BT$. In terms of $x=\hbar\omega/k_BT$, absorption and emission together give

$$2N+1=\coth\frac{x}{2}=\frac{2}{x}\left(1+\frac{x^2}{12}+\dots\right)\simeq\frac{2k_BT}{\hbar\omega}.$$

The relative error of this sum is of second order in $x$. The combined coupling becomes

$$\frac{\Xi^2\hbar q^2}{2\rho\Omega\omega}\,\frac{2k_BT}{\hbar\omega}=\frac{\Xi^2k_BT}{\rho\Omega}\frac{q^2}{\omega^2}=\frac{C}{\Omega},\qquad C=\frac{\Xi^2k_BT}{\rho c^2}.$$

The phonon wave vector has cancelled. What remains of the transverse sum is

$$\frac1\Omega\sum_{\mathbf q_\perp}|F_{nn'}|^2=\frac{A}{\Omega}\int\frac{d^2q_\perp}{(2\pi)^2}|F_{nn'}|^2=\frac{I_{nn'}}{L},\qquad I_{nn'}=\int\phi_n^2\phi_{n'}^2\,dA,$$

where the last step is Parseval's theorem for the function $\phi_n\phi_{n'}$. To evaluate $I_{nn'}$, write the product of two sine functions in one direction as

$$\frac2W\sin\frac{a\pi y}{W}\sin\frac{a'\pi y}{W}=\frac1W\left[\cos\frac{(a-a')\pi y}{W}-\cos\frac{(a+a')\pi y}{W}\right].$$

On squaring and integrating, the cross term vanishes. If $a\neq a'$, each squared cosine gives $W/2$, and the result is $1/W$. If $a=a'$, the first cosine is unity and gives $W$, and the result is $3/(2W)$. Hence

$$I_{nn'}=\frac1A\left(1+\tfrac12\delta_{aa'}\right)\left(1+\tfrac12\delta_{bb'}\right).$$

This equals $9/4A$ within a subband, $3/2A$ when one transverse index changes, and $1/A$ when both change.

The transition rate between two states is now

$$S_{nk,n'k'}=\frac{2\pi}{\hbar}\frac{C\,I_{nn'}}{L}\,\delta\big(E_{n'}(k')-E\big).$$

To sum over final states, replace $\sum_{k'}$ by $L\int dk'/2\pi$. For $E>E_{n'}$ the delta function selects two points, $\pm k'$, and each contributes the inverse slope $1/(\hbar|v'|)$, where $|v'|=\sqrt{2(E-E_{n'})/m}$. Thus

$$g_{n'}(E)=\int\frac{dk'}{2\pi}\,\delta\big(E_{n'}(k')-E\big)=\frac{2}{2\pi\hbar|v'|}=\frac1{\pi\hbar}\sqrt{\frac{m}{2(E-E_{n'})}},$$

and $g_{n'}=0$ below the edge. The density of states diverges because the velocity vanishes at the edge. The total out-scattering rate is

$$\boxed{\frac1{\tau_n(E)}=\frac{2\pi}{\hbar}\,C\sum_{n'}I_{nn'}\,g_{n'}(E)}$$

An out-scattering rate is not in general a relaxation rate, so the Boltzmann equation has to be examined. Let a weak force $\mathcal F$ act along the wire, and write the distribution as $f=f_0-\mathcal F(\partial f_0/\partial E)\,h_n(k)$. For elastic scattering $S$ is symmetric, and the Pauli factors cancel: $f(1-f')-f'(1-f)=f-f'$. The stationary equation is

$$\mathcal F v_n\frac{\partial f_0}{\partial E}=-\sum_{n'k'}S_{nk,n'k'}(f-f')
\quad\Longrightarrow\quad
v_n=\sum_{n'k'}S_{nk,n'k'}\,\big[h_n(k)-h_{n'}(k')\big].$$

The factor $\partial f_0/\partial E$ cancels because both states have the same energy. The drive $v_n$ is odd in $k$, so an odd $h$ is sought. Since $S$ has the same value at $k'$ and $-k'$, the in-scattering sum $\sum S\,h_{n'}(k')$ vanishes in each subband. What is left is $v_n=h_n/\tau_n$, or $h_n=v_n\tau_n$. The boxed out-rate is therefore also the relaxation rate in this model, with several subbands coupled. Within one subband this has a simple reading. Half of the events go forward and relax no momentum, while the other half reverse $k$ and remove $2\hbar k$. The mean loss per event is $\hbar k$, as if each event randomized the momentum.

Inserting $g_{n'}$ exhibits the singularities:

$$\frac1{\tau_n(E)}=\sum_{n':E_{n'}<E}\frac{B_{nn'}}{\sqrt{E-E_{n'}}},\qquad B_{nn'}=\frac{2\pi}{\hbar}\,C I_{nn'}\,\frac{1}{\pi\hbar}\sqrt{\frac m2}=\frac{\sqrt{2m}\,C\,I_{nn'}}{\hbar^2}.$$

An electron meets the edge of its own subband as its kinetic energy goes to zero. It meets the edge of a higher subband when that subband opens as a set of final states. The rate stays finite as a higher edge is approached from below and diverges as it is approached from above. The intrasubband strength is $3/2$ times the strength for a change of one transverse index, since $(9/4)/(3/2)=3/2$.

The relaxation time therefore goes to zero as the square root of the distance above an edge. Close to the bottom of the lowest subband, with $\varepsilon=E-E_1$, the mean free path is $|v|\tau=\sqrt{2/m}\,\varepsilon/B_{11}$. The contribution to the conductivity per unit energy contains $v^2\tau g\propto\varepsilon\cdot\varepsilon^{1/2}\cdot\varepsilon^{-1/2}=\varepsilon$. The infinite rate thus causes no divergence in the conductivity; it suppresses the contribution of slow electrons. Just above a higher edge, the elastic rate also suppresses the contribution of fast electrons in the lower subbands, because they scatter into the newly opened states.

A wide wire gives a check of the boxed rate. At fixed energy above the band bottom, many subbands are open, and those sharing an index with the initial one become a vanishing fraction, so $I_{nn'}\to1/A$. The number of subbands per unit transverse energy tends to $Am/2\pi\hbar^2$. With $E$ measured from the band bottom, and after averaging over the closely spaced edges,

$$\sum_{n'}I_{nn'}g_{n'}\to\int_0^E\!d\varepsilon_\perp\frac{m}{2\pi\hbar^2}\,\frac1{\pi\hbar}\sqrt{\frac{m}{2(E-\varepsilon_\perp)}}=\frac{m}{2\pi\hbar^2}\,\frac{1}{\pi\hbar}\sqrt{\frac m2}\;2\sqrt E=\frac{m^{3/2}\sqrt{2E}}{2\pi^2\hbar^3}.$$

This is the three-dimensional density of states per spin, and the bulk acoustic rate proportional to $\sqrt E$ is recovered.

For bulk phonons with a continuous $\mathbf q_\perp$, as for a wire embedded in an elastically matched medium much wider than itself, the golden-rule divergence belongs to the elastic approximation. To see this, keep the phonon energies. Let $\Delta=E_{n'}(k')-E$, which is positive for absorption and negative for emission. Since $\hbar q^2/2\rho\omega=\hbar\omega/2\rho c^2$, the out-rate into empty final states is

$$\frac1{\tau_n^{\rm out}}=\frac{2\pi}{\hbar}\sum_{n'}\int\frac{dk'}{2\pi}\int\frac{d^2q_\perp}{(2\pi)^2}\,\frac{\Xi^2\hbar\omega}{2\rho c^2}\,\nu\,|F_{nn'}|^2\,\delta(|\Delta|-\hbar\omega).$$

This time the delta function is used on the transverse wave vector. At fixed $k'$, $q^2=q_\perp^2+(k-k')^2$ gives $q_\perp dq_\perp=q\,dq$, and $\int q\,dq\,\delta(|\Delta|-\hbar cq)=q_\Delta/\hbar c$ with $q_\Delta=|\Delta|/\hbar c$. Therefore

$$\frac1{\tau_n^{\rm out}}=\frac{1}{4\pi^2\hbar}\sum_{n'}\int_{q_\Delta\ge|k-k'|}\!dk'\;\frac{\Xi^2|\Delta|\nu}{2\rho c^2}\,\frac{q_\Delta}{\hbar c}\int_0^{2\pi}\!d\theta\,|F_{nn'}(\mathbf q_\perp)|^2,\qquad q_\perp^2=q_\Delta^2-(k-k')^2.$$

The product $|\Delta|\nu$ tends to $k_BT$ as $\Delta\to0$, so the integrand has no singularity, and the integral converges: emission is bounded by the available energy, while absorption at large $|k'|$ is cut off by both the Bose factor and the decay of $F$. The rate is finite at every edge. This rests on the integral over a continuous $\mathbf q_\perp$. If the transverse phonon wave vectors are discrete, as for phonons confined to the wire, the delta function must be used on $k'$, and each mode keeps an inverse-square-root divergence at a threshold shifted from the edge by about its phonon energy. The integral also tests the elastic result, because lowering $c$ at fixed $\rho c^2$ removes the phonon energies and leaves $C$ unchanged.

At the edge of a higher subband, $E=E_{n'}$, one has $\Delta=\hbar^2k'^2/2m\ge0$, so the new channel is entered by absorption alone. For small $c$ the final $k'$ is small compared with $k$, and $q_x\simeq k$. Absorption carries half of $C$, and the density of states is evaluated at a height $\hbar\omega$ above the edge:

$$\frac1{\tau_{n\to n'}}\simeq\frac{B_{nn'}}2\left\langle\frac1{\sqrt{\hbar\omega}}\right\rangle,\qquad \hbar\omega=\hbar c\sqrt{k^2+q_\perp^2},$$

where the average over $\mathbf q_\perp$ has weight $|F_{nn'}|^2$. At fixed $\rho c^2$ this grows as $c^{-1/2}$, which is how the elastic divergence returns.

Collisions also broaden the states. Take the lowest subband alone, keep the scattering elastic, and let the intermediate state carry its own self-energy $\Sigma$. With $z=\varepsilon-\Sigma$ and ${\rm Im}\,z>0$, the self-consistent Born equation is

$$\Sigma=C I_{11}\int\frac{dk}{2\pi}\,\frac{1}{z-\hbar^2k^2/2m}.$$

Put $\kappa=\sqrt{2mz}/\hbar$ with ${\rm Im}\,\kappa>0$. The integrand is $-(2m/\hbar^2)/(k^2-\kappa^2)$, and closing the contour in the upper half-plane gives $\int dk/(k^2-\kappa^2)=i\pi/\kappa$. Hence

$$\Sigma=-C I_{11}\frac{im}{\hbar^2\kappa}=-\frac{i\alpha}{2\sqrt{\varepsilon-\Sigma}},\qquad \alpha=\hbar B_{11}.$$

Far above the edge, $-2\,{\rm Im}\,\Sigma=\alpha/\sqrt\varepsilon=\hbar/\tau$, as before. At the unperturbed edge, $\varepsilon=0$, put $s=-\Sigma$. Then $s^{3/2}=i\alpha/2$, so $s=(\alpha/2)^{2/3}e^{i\pi/3}$ and

$$-2\,{\rm Im}\,\Sigma=2\left(\frac\alpha2\right)^{2/3}\sin\frac\pi3=\sqrt3\left(\frac\alpha2\right)^{2/3}.$$

The golden rule requires $\hbar/\tau\ll\varepsilon$. The two are equal when $\alpha/\sqrt\varepsilon=\varepsilon$, that is at $\varepsilon=\alpha^{2/3}$, which marks the scale below which the golden rule is no longer justified. The self-consistent Born equation omits crossed scattering processes, so its edge width is an estimate within that approximation.

For a worked example take a model wire with $W_y=10$ nm, $W_z=8$ nm, $m=0.20\,m_e$, $\Xi=10$ eV, $\rho=2500$ kg/m³, $c=8000$ m/s and $T=300$ K. The edges of $(2,1)$ and $(1,2)$ lie 56.40 and 88.13 meV above that of $(1,1)$. The coupling is

$$C=\frac{(1.602\times10^{-18}\,{\rm J})^2\,(4.142\times10^{-21}\,{\rm J})}{(2500)(8000)^2\,{\rm J\,m^{-3}}}=6.645\times10^{-68}\ {\rm J^2\,m^3}.$$

The intrasubband overlap is $9/(4\times80\ {\rm nm^2})=0.0281$ nm⁻². The resulting strengths are $B=8.014$ ps⁻¹ meV$^{1/2}$ within $(1,1)$ and $5.343$ ps⁻¹ meV$^{1/2}$ from $(1,1)$ to either of the other two subbands. At 25 meV above the bottom,

$$\frac1\tau=\frac{8.014}{\sqrt{25}}=1.60\ {\rm ps^{-1}},\qquad \tau=0.624\ {\rm ps},\qquad \frac{\hbar}{\tau}=1.06\ {\rm meV}.$$

At 1 meV below the second edge the elastic rate is $8.014/\sqrt{55.40}=1.08$ ps⁻¹. At 1 meV above it, the rate is

$$\frac{8.014}{\sqrt{57.40}}+\frac{5.343}{\sqrt{1}}=1.06+5.34=6.40\ {\rm ps^{-1}},$$

and at 0.1 meV above it has risen to 18.0 ps⁻¹.

The full phonon integral was used to test these laws. At 80 meV above the bottom, and with $c$ reduced to one twentieth at fixed $\rho c^2$, the out-rate and the momentum-loss rate, the latter weighted by $1-k'/k$, both agree with the elastic formula to about 0.1%. The new-channel rates at 4 and 16 meV above the second edge then have the ratio 2.003, against $\sqrt{16/4}=2$. A separate solution of the coupled Boltzmann equations with three open subbands reproduces $\tau_n$ for each of them.

At the actual sound speed the spike is replaced by a different shape. The out-rates from $(1,1)$ near the second edge are:

| $E-E_{(2,1)}$ (meV) | elastic (ps⁻¹) | with phonon energy (ps⁻¹) |
|---:|---:|---:|
| −4 | 1.11 | 3.52 |
| −1 | 1.08 | 2.32 |
| 1 | 6.40 | 2.06 |
| 4 | 3.70 | 2.99 |
| 16 | 2.28 | 2.38 |

The rate is larger 4 meV away from the edge, on either side, than it is 1 meV away. Two features of the integral contribute, the condition $q_\Delta\ge|k-k'|$ and the form factor. The high density of final states sits at $k'=0$, and reaching it from an energy $\delta$ below or above the edge takes a phonon of energy $\delta$ with $q\ge k$, hence $\delta\ge\hbar ck$. Here $k=\sqrt{2m(56.40\ {\rm meV})}/\hbar\simeq0.54$ nm⁻¹, so $\hbar ck\simeq2.9$ meV. The states at the edge can be reached by absorption from 4 meV below and by emission from 4 meV above, but not from 1 meV on either side. The form factor acts in the same direction and would leave a dip even without this condition. The two subbands are orthogonal, so $F$ vanishes at $q_\perp=0$ and the weight $q_\perp|F|^2$ is carried by $q_\perp$ of order $2\pi/W_y$. The phonons that couple the subbands therefore have energies nearer 5 meV than 2.9 meV. At 16 meV above the edge the elastic rate is about 4% below the full one.

Exactly at the second edge the full out-rate is 2.17 ps⁻¹, of which the new channel supplies 1.09 ps⁻¹. The small-$c$ formula gives 1.20 ps⁻¹ for that channel, with an effective phonon energy $\langle(\hbar\omega)^{-1/2}\rangle^{-2}=4.9$ meV. Absorption alone has a first-order correction to equipartition, $x/(e^x-1)\simeq1-x/2$. With $x=4.93/25.85=0.19$ this factor is 0.91 and brings the estimate to 1.09 ps⁻¹. When $c$ is lowered from one tenth to one fortieth of its value, the new-channel rate at the edge grows by a factor of 2.01, as the $c^{-1/2}$ law requires to within 1%.

At the lowest edge the full out-rate is 2.73 ps⁻¹. Broadening gives a separate estimate there: $\alpha=5.275$ meV$^{3/2}$, so the golden rule is no longer justified below about $\alpha^{2/3}=3.0$ meV, and the self-consistent width is $\sqrt3\,(2.64)^{2/3}=3.3$ meV, or 5.0 ps⁻¹. The first of these rates omits broadening and the second omits phonon energies, so neither is a complete value at the edge. Both replace the infinite elastic rate by a few ps⁻¹. In this wire the inverse-square-root law is therefore a guide to the rate at distances from an edge well beyond a few meV, and not closer. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
wire widths: 10.0 and 8.0 nm
effective mass: 0.20 m_e
deformation potential: 10.0 eV
mass density: 2500 kg/m^3
sound speed: 8000 m/s
temperature: 300 K; kT: 25.85 meV
coupling C: 6.6452e-68 J^2 m^3
edge (1, 1): 48.18 meV; above lowest: 0.00 meV
edge (2, 1): 104.58 meV; above lowest: 56.40 meV
edge (1, 2): 136.31 meV; above lowest: 88.13 meV
overlap (1,1)-(1, 1): 0.02813 nm^-2
singularity strength (1,1)-(1, 1): 8.014 ps^-1 meV^0.5
overlap (1,1)-(2, 1): 0.01875 nm^-2
singularity strength (1,1)-(2, 1): 5.343 ps^-1 meV^0.5
overlap (1,1)-(1, 2): 0.01875 nm^-2
singularity strength (1,1)-(1, 2): 5.343 ps^-1 meV^0.5
DOS 25 meV above lowest edge: 0.00231 meV^-1 nm^-1
elastic rate there: 1.603 ps^-1
relaxation time there: 0.624 ps
hbar/tau there: 1.055 meV
rates from (1,1) near second edge: offset, elastic, with phonon energy
  -10.0 meV: 1.176, 1.190 ps^-1
   -4.0 meV: 1.107, 3.520 ps^-1
   -1.0 meV: 1.077, 2.318 ps^-1
    0.1 meV: 17.962, 2.154 ps^-1
    1.0 meV: 6.401, 2.056 ps^-1
    4.0 meV: 3.703, 2.986 ps^-1
   16.0 meV: 2.278, 2.378 ps^-1
full out-rate at second edge: 2.166 ps^-1
new channel alone at second edge: 1.092 ps^-1
slow-sound formula for it: 1.203 ps^-1
effective phonon energy there: 4.934 meV
full out-rate at lowest edge: 2.730 ps^-1
Boltzmann rate (1, 1), 100 meV above lowest edge: 3.162 ps^-1
Boltzmann rate (2, 1), 100 meV above lowest edge: 2.782 ps^-1
Boltzmann rate (1, 2), 100 meV above lowest edge: 3.400 ps^-1
slow-sound/elastic rate: out 1.0004, momentum 1.0008
new-channel rate ratio, 4 to 16 meV above edge: 2.0033
edge-rate ratio for sound speed divided by 4: 2.0142
alpha: 5.275 meV^1.5
energy where hbar/tau equals kinetic energy: 3.030 meV
self-consistent hbar/tau at lowest edge: 3.306 meV
self-consistent rate there: 5.023 ps^-1
```
